# Resistivity of a thin film with conducting topological surfaces: test program

```python
# Result under test: a film of thickness t with bulk conductivity sigma and
# total surface sheet conductance Gs has resistivity rho = t/(sigma*t + Gs).
# For sigma = 1e6 S/m, Gs = 5 mS, t = 2.5 nm this is near 33 microohm cm.
# The potential in the film is solved on a resistor network as a check.
# Further estimates size effects absent from the two-channel model.
import numpy as np
from scipy.constants import e, h, hbar, m_e, k as k_B
from scipy.integrate import quad, dblquad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

nm = 1e-9
to_uohm_cm = 1e8          # one ohm metre in microohm centimetres
sigma = 1e6               # S/m
Gs = 5e-3                 # S per square, both surfaces together
t = 2.5 * nm


def film_resistivity(thickness, bulk=sigma, surface=Gs):
    return thickness / (bulk * thickness + surface)


def network(length, thickness, g_top, g_bottom, top_only=False,
            dx=0.25 * nm, nz=10):
    """Resistance times width, and share of current in the two sheets."""
    nx = int(round(length / dx))
    dz = thickness / nz
    ids = np.arange((nx + 1) * (nz + 1)).reshape(nx + 1, nz + 1)
    row_g = np.full(nz + 1, sigma * dz)
    row_g[[0, -1]] *= 0.5
    row_g[0] += g_top
    row_g[-1] += g_bottom
    col_g = np.full(nx + 1, sigma * dx / dz)
    col_g[[0, -1]] *= 0.5
    a = np.r_[ids[:-1].ravel(), ids[:, :-1].ravel()]
    b = np.r_[ids[1:].ravel(), ids[:, 1:].ravel()]
    g = np.r_[np.tile(row_g / dx, nx), np.repeat(col_g, nz)]
    matrix = coo_matrix((np.r_[g, g, -g, -g],
                         (np.r_[a, b, a, b], np.r_[a, b, b, a])),
                        shape=(ids.size, ids.size)).tocsr()
    left = ids[0, :1] if top_only else ids[0]
    right = ids[-1, :1] if top_only else ids[-1]
    potential = np.zeros(ids.size)
    potential[left] = 1.0
    free = np.setdiff1d(np.arange(ids.size), np.r_[left, right])
    rhs = -(matrix @ potential)[free]
    potential[free] = spsolve(matrix[free][:, free].tocsc(), rhs)
    current = (matrix @ potential)[left].sum()
    v = potential.reshape(ids.shape)
    mid = nx // 2
    drop = v[mid] - v[mid + 1]
    sheet_current = (g_top * drop[0] + g_bottom * drop[-1]) / dx
    return 1 / current, sheet_current / current


# Main result, including unequal surfaces and several thicknesses
rho = film_resistivity(t)
L1, L2 = 40 * nm, 80 * nm
r_full, surface_share = network(L1, t, 0.8 * Gs, 0.2 * Gs)
rho_network = r_full * t / L1
assert abs(rho_network / rho - 1) < 1e-8
assert abs(rho * to_uohm_cm - 33) < 0.5
assert abs(surface_share - Gs / (sigma * t + Gs)) < 1e-8
thicknesses = np.array([1.0, 2.5, 5.0, 10.0, 50.0]) * nm
network_values = []
for thickness in thicknesses:
    r, _ = network(L1, thickness, Gs / 2, Gs / 2)
    network_values.append(r * thickness / L1)
assert np.allclose(network_values, film_resistivity(thicknesses), rtol=1e-8)
assert np.all(np.diff(network_values) > 0)
crossover = Gs / sigma
r_cross, share_cross = network(L1, crossover, Gs / 2, Gs / 2)
assert abs(share_cross - 0.5) < 1e-8

# Contacts on the top surface only
r1, _ = network(L1, t, Gs / 2, Gs / 2, True)
r2, _ = network(L2, t, Gs / 2, Gs / 2, True)
rho_slope = (r2 - r1) * t / (L2 - L1)
assert abs(rho_slope / rho - 1) < 1e-4
extra_length = r1 * t / rho - L1
r_fine, _ = network(L1, t, Gs / 2, Gs / 2, True, 0.125 * nm, 20)
extra_fine = r_fine * t / rho - L1
assert extra_length > 0
assert abs(extra_fine / extra_length - 1) < 0.03  # grid error at the contact

# Bulk mean free path, spherical spin-degenerate pockets
density = 1e27            # m^-3
pockets = 8
mass = 0.3 * m_e
kf = (3 * np.pi**2 * density / pockets)**(1 / 3)
fermi_energy = (hbar * kf)**2 / (2 * mass)
mfp = 3 * np.pi**2 * hbar * sigma / (e**2 * pockets * kf**2)


def thermal_average(function, centre, kt):
    def integrand(x):
        return function(centre + kt * x) / (4 * np.cosh(x / 2)**2)
    return quad(integrand, -40, 40, points=[0], epsabs=0, epsrel=1e-9)[0]


def bulk_integrand(energy):
    k = np.sqrt(2 * mass * energy) / hbar
    v = hbar * k / mass
    tau = mfp * mass / (hbar * kf)
    states = pockets * k**2 / (np.pi**2 * hbar * v)
    return e**2 * states * v**2 * tau / 3


sigma_boltzmann = thermal_average(bulk_integrand, fermi_energy, 0.002 * e)
assert abs(sigma_boltzmann / sigma - 1) < 1e-3  # small thermal broadening

# Diffuse scattering: depth-and-angle average against the reduced integral
ratio_t = t / mfp
reduction = 1 - 1.5 / ratio_t * quad(
    lambda u: u * (1 - u**2) * (1 - np.exp(-ratio_t / u)), 0, 1)[0]
reduction_direct = dblquad(
    lambda z, u: 1.5 * (1 - u**2) * (1 - np.exp(-z * ratio_t / u)),
    0, 1, 0, 1, epsabs=1e-7)[0]
assert abs(reduction - reduction_direct) < 1e-5
rho_diffuse = film_resistivity(t, bulk=sigma * reduction)

# Lowest hard-wall level of a bulk carrier across the film
confinement = (hbar * np.pi / t)**2 / (2 * mass)
n_grid = 500
dz = t / (n_grid + 1)
hop = hbar**2 / (2 * mass * dz**2)
level = eigh_tridiagonal(np.full(n_grid, 2 * hop), np.full(n_grid - 1, -hop),
                         select='i', select_range=(0, 0))[0][0]
assert abs(level / confinement - 1) < 1e-4

# Surface states: coupling across the film, tested on an alternating chain
v_surface = 3e5           # m/s
kf_surface = 5 / nm


def half_gap(decay):
    kappa = brentq(lambda q: np.tanh(q * t) - q * decay,
                   0.1 / decay, 1.0 / decay)
    return hbar * v_surface / decay / np.cosh(kappa * t)


def chain_half_gap(decay, cells=500):
    spacing = t / cells
    mean_hop = hbar * v_surface / spacing / e
    mass_energy = hbar * v_surface / decay / e
    bonds = np.full(2 * cells - 1, mean_hop + mass_energy / 2)
    bonds[::2] = mean_hop - mass_energy / 2
    return e * eigh_tridiagonal(np.zeros(2 * cells), bonds, select='i',
                                select_range=(cells, cells))[0][0]


decays = np.array([0.5, 1.0]) * nm
gaps = np.array([half_gap(d) for d in decays])
chain_gaps = np.array([chain_half_gap(d) for d in decays])
assert np.allclose(gaps, chain_gaps, rtol=0.015)  # finite chain spacing
rho_excluded = film_resistivity(t, bulk=sigma * (t - 2 * decays[0]) / t)

# Mean free path needed to give half of Gs on each surface
mfp_surface = 2 * h * (Gs / 2) / (e**2 * kf_surface)
surface_energy = hbar * v_surface * kf_surface


def surface_integrand(energy):
    k = energy / (hbar * v_surface)
    states = k / (2 * np.pi * hbar * v_surface)
    return e**2 * states * v_surface * mfp_surface / 2


g_boltzmann = thermal_average(surface_integrand, surface_energy, k_B * 300)
assert abs(g_boltzmann / (Gs / 2) - 1) < 1e-6

# Limits and a temperature scenario with both conductances scaling as 1/T
rho_surface_only = film_resistivity(t, bulk=0)
rho_bulk_only = film_resistivity(t, surface=0)
T0, T_use = 300.0, 373.0
rho_hot = film_resistivity(t, sigma * T0 / T_use, Gs * T0 / T_use)
assert rho < rho_diffuse < rho_surface_only < rho_bulk_only
assert rho < rho_excluded < rho_surface_only


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("bulk conductivity", sigma, "S/m")
show("total surface conductance", Gs * 1e3, "mS")
show("film thickness", t / nm, "nm")
show("bulk sheet conductance", sigma * t * 1e3, "mS")
show("total sheet conductance", (sigma * t + Gs) * 1e3, "mS")
show("sheet resistance", 1 / (sigma * t + Gs), "ohm per square")
show("film resistivity, SI", rho, "ohm m")
show("film resistivity", rho * to_uohm_cm, "microohm cm")
show("network resistivity", rho_network * to_uohm_cm, "microohm cm")
show("surface share of current", surface_share * 100, "%")
show("crossover thickness", crossover / nm, "nm")
for thickness, value in zip(thicknesses, network_values):
    show(f"network resistivity at {thickness / nm:g} nm",
         value * to_uohm_cm, "microohm cm")
    show(f"sheet resistance at {thickness / nm:g} nm",
         value / thickness, "ohm per square")
show("surface-only limit", rho_surface_only * to_uohm_cm, "microohm cm")
show("bulk-only limit", rho_bulk_only * to_uohm_cm, "microohm cm")
show("top-contact resistivity from two lengths",
     rho_slope * to_uohm_cm, "microohm cm")
show("shorter and longer test lengths: shorter", L1 / nm, "nm")
show("shorter and longer test lengths: longer", L2 / nm, "nm")
show("extra length from both top contacts", extra_fine / nm, "nm", 2)
show("rough bulk carrier density", density * 1e-6, "cm^-3")
show("number of bulk pockets", pockets, "(count)")
show("bulk effective mass", mass / m_e, "electron masses")
show("bulk Fermi wavenumber", kf * nm, "nm^-1", 3)
show("bulk mean free path", mfp / nm, "nm", 3)
show("bulk conductivity kept, diffuse surfaces", reduction * 100, "%", 3)
show("resistivity with diffuse surfaces",
     rho_diffuse * to_uohm_cm, "microohm cm", 3)
show("bulk Fermi energy", fermi_energy / e, "eV", 3)
show("lowest confinement energy", confinement / e, "eV", 3)
show("resistivity with surface layers removed from bulk",
     rho_excluded * to_uohm_cm, "microohm cm", 3)
show("surface velocity", v_surface, "m/s")
show("surface Fermi wavenumber", kf_surface * nm, "nm^-1")
show("surface Fermi energy from crossing", surface_energy / e, "eV", 3)
for decay, gap in zip(decays, gaps):
    show(f"surface half-gap, decay length {decay / nm:g} nm",
         gap / e * 1e3, "meV", 3)
show("thermal energy at 300 K", k_B * T0 / e * 1e3, "meV", 3)
show("required surface mean free path", mfp_surface / nm, "nm", 3)
show("reference temperature", T0, "K")
show("temperature of use", T_use, "K")
show("resistivity at temperature of use",
     rho_hot * to_uohm_cm, "microohm cm", 3)
print("done: every assertion held")
```

It prints:

```
bulk conductivity: 1e+06 S/m
total surface conductance: 5 mS
film thickness: 2.5 nm
bulk sheet conductance: 2.5 mS
total sheet conductance: 7.5 mS
sheet resistance: 133.3 ohm per square
film resistivity, SI: 3.333e-07 ohm m
film resistivity: 33.33 microohm cm
network resistivity: 33.33 microohm cm
surface share of current: 66.67 %
crossover thickness: 5 nm
network resistivity at 1 nm: 16.67 microohm cm
sheet resistance at 1 nm: 166.7 ohm per square
network resistivity at 2.5 nm: 33.33 microohm cm
sheet resistance at 2.5 nm: 133.3 ohm per square
network resistivity at 5 nm: 50 microohm cm
sheet resistance at 5 nm: 100 ohm per square
network resistivity at 10 nm: 66.67 microohm cm
sheet resistance at 10 nm: 66.67 ohm per square
network resistivity at 50 nm: 90.91 microohm cm
sheet resistance at 50 nm: 18.18 ohm per square
surface-only limit: 50 microohm cm
bulk-only limit: 100 microohm cm
top-contact resistivity from two lengths: 33.33 microohm cm
shorter and longer test lengths: shorter: 40 nm
shorter and longer test lengths: longer: 80 nm
extra length from both top contacts: 5.5 nm
rough bulk carrier density: 1e+21 cm^-3
number of bulk pockets: 8 (count)
bulk effective mass: 0.3 electron masses
bulk Fermi wavenumber: 1.55 nm^-1
bulk mean free path: 6.35 nm
bulk conductivity kept, diffuse surfaces: 46.6 %
resistivity with diffuse surfaces: 40.6 microohm cm
bulk Fermi energy: 0.304 eV
lowest confinement energy: 0.201 eV
resistivity with surface layers removed from bulk: 38.5 microohm cm
surface velocity: 3e+05 m/s
surface Fermi wavenumber: 5 nm^-1
surface Fermi energy from crossing: 0.987 eV
surface half-gap, decay length 0.5 nm: 5.32 meV
surface half-gap, decay length 1 nm: 33.4 meV
thermal energy at 300 K: 25.9 meV
required surface mean free path: 25.8 nm
reference temperature: 300 K
temperature of use: 373 K
resistivity at temperature of use: 41.4 microohm cm
done: every assertion held
```
